# Counting Closed-System Levels from the Signs of Block Pivots: a numerical check

```python
"""Level counting from block pivots, tested against direct diagonalization.

Result under test: for a closed system with Hermitian H, ordered in slices
with coupling between neighbours only, let A = E*S - H (S = overlap, the unit
matrix in an orthonormal basis) and
    D_1 = A_11,   D_k = A_kk - A_{k,k-1} D_{k-1}^{-1} A_{k-1,k}.
If D_1..D_{N-1} are invertible, the positive (negative) eigenvalues of all D_k
together number the levels below (above) E. The signs are found here by
elimination; eigenvalue routines appear only as the independent reference.
Energies are in eV.
"""
import numpy as np
from scipy.linalg import ldl, eigvalsh, block_diag


class SingularPivot(Exception):
    """Raised when a pivot has a zero eigenvalue to rounding accuracy."""


def signs_by_elimination(block):
    """Numbers of positive and negative eigenvalues from an LDL^dagger form."""
    _, d, _ = ldl(block, hermitian=True)
    scale = np.abs(block).max()
    positive = negative = i = 0
    while i < len(d):
        if i + 1 < len(d) and abs(d[i + 1, i]) > 0:
            det = (d[i, i] * d[i + 1, i + 1]).real - abs(d[i + 1, i]) ** 2
            trace = (d[i, i] + d[i + 1, i + 1]).real
            if abs(det) < 1e-13 * scale ** 2:
                raise SingularPivot
            if det < 0:
                positive, negative = positive + 1, negative + 1
            elif trace > 0:
                positive += 2
            else:
                negative += 2
            i += 2
        else:
            value = d[i, i].real
            if abs(value) <= 1e-13 * scale:
                raise SingularPivot
            positive += value > 0
            negative += value < 0
            i += 1
    return int(positive), int(negative)


def slice_ranges(sizes):
    edges = np.concatenate(([0], np.cumsum(sizes)))
    return [slice(int(a), int(b)) for a, b in zip(edges[:-1], edges[1:])]


def block_pivots(A, sizes):
    """Successive pivots; every pivot that must be inverted is checked first."""
    ranges = slice_ranges(sizes)
    pivots = [A[ranges[0], ranges[0]]]
    for before, here in zip(ranges[:-1], ranges[1:]):
        signs_by_elimination(pivots[-1])
        D = A[here, here] - A[here, before] @ np.linalg.solve(
            pivots[-1], A[before, here])
        pivots.append((D + D.conj().T) / 2)
    return pivots


def pivot_signs(H, energy, sizes, S=None):
    S = np.eye(len(H)) if S is None else S
    return [signs_by_elimination(D) for D in block_pivots(energy * S - H, sizes)]


def levels_below(H, energy, sizes):
    return sum(p for p, _ in pivot_signs(H, energy, sizes))


def bisect_level(H, sizes, number, low, high, width=1e-9):
    """Level with the given number (1 = lowest), from counts alone."""
    steps = 0
    while high - low > width:
        middle = (low + high) / 2
        if levels_below(H, middle, sizes) >= number:
            high = middle
        else:
            low = middle
        steps += 1
    return (low + high) / 2, steps


rng = np.random.default_rng(7)

# Sylvester's law on an indefinite, singular matrix
form = np.diag([3.0, 1.0, -2.0, -0.5, 0.0, 0.0])
X = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
assert np.linalg.cond(X) < 1e4
changed = eigvalsh(X.conj().T @ form @ X)
assert (np.sum(changed > 1e-10), np.sum(changed < -1e-10)) == (2, 2)
assert not np.allclose(changed, np.sort(np.diag(form)), atol=0.1)

# random complex system: unequal slices, overlap between neighbours
sizes = [2, 4, 3, 5, 2]
ranges = slice_ranges(sizes)
n = sum(sizes)
owner = np.repeat(np.arange(len(sizes)), sizes)
neighbours = np.abs(owner[:, None] - owner[None, :]) <= 1
G = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
H_random = (G + G.conj().T) / 2 * neighbours
K = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
between = neighbours & (owner[:, None] != owner[None, :])
S_random = np.eye(n) + 0.03 * (K + K.conj().T) / 2 * between
assert eigvalsh(S_random)[0] > 0
tested = 0
for overlap in (np.eye(n), S_random):
    reference = eigvalsh(H_random, overlap)
    for energy in np.linspace(reference[0] - 0.5, reference[-1] + 0.5, 41):
        signs = pivot_signs(H_random, energy, sizes, overlap)
        for k in range(len(sizes)):
            m = ranges[k].stop
            truncated = eigvalsh(H_random[:m, :m], overlap[:m, :m])
            assert sum(s[0] for s in signs[:k + 1]) == np.sum(truncated < energy)
            assert sum(s[1] for s in signs[:k + 1]) == np.sum(truncated > energy)
        tested += 1

# factorization and Green's-function meaning of the pivots
A = 0.37 * S_random - H_random
pivots = block_pivots(A, sizes)
L = np.eye(n, dtype=complex)
for k in range(1, len(sizes)):
    L[ranges[k], ranges[k - 1]] = (A[ranges[k], ranges[k - 1]]
                                   @ np.linalg.inv(pivots[k - 1]))
assert np.allclose(L @ block_diag(*pivots) @ L.conj().T, A, atol=1e-9)
for k, D in enumerate(pivots):
    m = ranges[k].stop
    green = np.linalg.inv(A[:m, :m])
    assert np.allclose(green[ranges[k], ranges[k]] @ D, np.eye(sizes[k]),
                       atol=1e-8)

# energy placed on a doubly degenerate level: the last pivot shows both zeros
chain = np.diag([0.1, -0.3, 0.4]) - np.eye(3, k=1) - np.eye(3, k=-1)
double = np.kron(chain, np.eye(2))
on_level = eigvalsh(chain)[1]
last = block_pivots(on_level * np.eye(6) - double, [2, 2, 2])[-1]
assert np.sum(np.abs(eigvalsh(last)) < 1e-10) == 2

# worked example: ladder of four slices with two sites each
leg_hopping, rung_hopping = -1.0, -0.4
upper = [0.0, 0.3, -0.2, 0.1]
lower = [0.6, 0.2, 0.5, 0.9]
ladder_sizes = [2, 2, 2, 2]
ladder = block_diag(*[np.array([[a, rung_hopping], [rung_hopping, b]])
                      for a, b in zip(upper, lower)])
ladder += leg_hopping * (np.eye(8, k=2) + np.eye(8, k=-2))
levels = eigvalsh(ladder)
E = 1.0
ladder_pivots = block_pivots(E * np.eye(8) - ladder, ladder_sizes)

print("Model ladder, 4 slices x 2 sites, energies in eV")
print(f"leg hopping {leg_hopping:.1f} eV, rung hopping {rung_hopping:.1f} eV")
print("site energies, upper leg (eV):", upper)
print("site energies, lower leg (eV):", lower)
print(f"counting energy E = {E:.1f} eV")
below = above = 0
for k, D in enumerate(ladder_pivots, start=1):
    det, trace = D[0, 0] * D[1, 1] - D[0, 1] ** 2, D[0, 0] + D[1, 1]
    if det < 0:
        by_hand = (1, 1)
    else:
        by_hand = (2, 0) if trace > 0 else (0, 2)
    eig = eigvalsh(D)
    assert by_hand == (np.sum(eig > 0), np.sum(eig < 0))
    assert by_hand == signs_by_elimination(D)
    below, above = below + by_hand[0], above + by_hand[1]
    truncated = eigvalsh(ladder[:2 * k, :2 * k])
    assert below == np.sum(truncated < E) and above == np.sum(truncated > E)
    inv = np.linalg.inv(D)
    print(f"D{k} (eV): 11 {D[0,0]:.4f}, 12 {D[0,1]:.4f}, 22 {D[1,1]:.4f}")
    print(f"  det {det:.4f} eV^2, trace {trace:.4f} eV, n+ {by_hand[0]}, "
          f"n- {by_hand[1]}")
    print(f"  inverse (1/eV): 11 {inv[0,0]:.4f}, 12 {inv[0,1]:.4f}, "
          f"22 {inv[1,1]:.4f}")
    print(f"  running sums: below {below}, above {above}")
    print("  truncated levels, reference (eV):",
          " ".join(f"{x:.4f}" for x in truncated))
assert below == np.sum(levels < E) and above == np.sum(levels > E)
print(f"levels below E: {below}, above E: {above}")

# a truncated level that is no level of the whole ladder
first_slice = eigvalsh(ladder[:2, :2])
E_bad, delta = 0.8, 1e-4
assert abs(first_slice[1] - E_bad) < 1e-12
distance = np.abs(levels - E_bad).min()
assert distance > 10 * delta
failed = False
try:
    pivot_signs(ladder, E_bad, ladder_sizes)
except SingularPivot:
    failed = True
assert failed
left = [p for p, _ in pivot_signs(ladder, E_bad - delta, ladder_sizes)]
right = [p for p, _ in pivot_signs(ladder, E_bad + delta, ladder_sizes)]
assert [b - a for a, b in zip(left, right)] == [1, -1, 0, 0]
merged = levels_below(ladder, E_bad, [4, 2, 2])
assert sum(left) == sum(right) == merged == np.sum(levels < E_bad)
print("levels of slice 1 alone (eV):",
      " ".join(f"{x:.4f}" for x in first_slice))
print(f"distance from {E_bad} eV to nearest ladder level: {distance:.4f} eV")
print(f"shift delta = {delta:.0e} eV")
print(f"n+ of D1..D4 at {E_bad} eV - delta: {left}, sum {sum(left)}")
print(f"n+ of D1..D4 at {E_bad} eV + delta: {right}, sum {sum(right)}")
print(f"count at {E_bad} eV with slices 1 and 2 merged: {merged}")

# window count and bisection
E_low = -1.0
count_low = levels_below(ladder, E_low, ladder_sizes)
window = below - count_low
assert window == np.sum((levels >= E_low) & (levels < E))
print(f"levels below {E_low:.1f} eV: {count_low}; "
      f"in window [{E_low:.1f}, {E:.1f}) eV: {window}")
radius = np.abs(ladder).sum(axis=1) - np.abs(np.diag(ladder))
floor = (np.diag(ladder) - radius).min()
ceiling = (np.diag(ladder) + radius).max()
assert floor < levels[0] and levels[-1] < ceiling
print(f"start interval for bisection: {floor:.2f} to {ceiling:.2f} eV")
for number in (below, below + 1):
    found, steps = bisect_level(ladder, ladder_sizes, number, floor, ceiling)
    assert abs(found - levels[number - 1]) < 2e-9
    print(f"level {number} by bisection: {found:.6f} eV ({steps} halvings)")
print("all ladder levels, reference (eV):",
      " ".join(f"{x:.4f}" for x in levels))
print(f"random-system energies tested: {tested}, matrix size {n}")
print("all tests passed")
```

Running it gives:

```
Model ladder, 4 slices x 2 sites, energies in eV
leg hopping -1.0 eV, rung hopping -0.4 eV
site energies, upper leg (eV): [0.0, 0.3, -0.2, 0.1]
site energies, lower leg (eV): [0.6, 0.2, 0.5, 0.9]
counting energy E = 1.0 eV
D1 (eV): 11 1.0000, 12 0.4000, 22 0.4000
  det 0.2400 eV^2, trace 1.4000 eV, n+ 2, n- 0
  inverse (1/eV): 11 1.6667, 12 -1.6667, 22 4.1667
  running sums: below 2, above 0
  truncated levels, reference (eV): -0.2000 0.8000
D2 (eV): 11 -0.9667, 12 2.0667, 22 -3.3667
  det -1.0167 eV^2, trace -4.3333 eV, n+ 1, n- 1
  inverse (1/eV): 11 3.3115, 12 2.0328, 22 0.9508
  running sums: below 3, above 1
  truncated levels, reference (eV): -1.1542 -0.3323 0.8797 1.7069
D3 (eV): 11 -2.1115, 12 -1.6328, 22 -0.4508
  det -1.7141 eV^2, trace -2.5623 eV, n+ 1, n- 1
  inverse (1/eV): 11 0.2630, 12 -0.9526, 22 1.2318
  running sums: below 4, above 2
  truncated levels, reference (eV): -1.6132 -0.7733 -0.2879 0.7402 1.2485 2.0857
D4 (eV): 11 0.6370, 12 1.3526, 22 -1.1318
  det -2.5504 eV^2, trace -0.4948 eV, n+ 1, n- 1
  inverse (1/eV): 11 0.4438, 12 0.5303, 22 -0.2498
  running sums: below 5, above 3
  truncated levels, reference (eV): -1.8291 -0.9781 -0.7372 0.2151 0.4726 1.3561 1.5517 2.3490
levels below E: 5, above E: 3
levels of slice 1 alone (eV): -0.2000 0.8000
distance from 0.8 eV to nearest ladder level: 0.3274 eV
shift delta = 1e-04 eV
n+ of D1..D4 at 0.8 eV - delta: [1, 1, 2, 1], sum 5
n+ of D1..D4 at 0.8 eV + delta: [2, 0, 2, 1], sum 5
count at 0.8 eV with slices 1 and 2 merged: 5
levels below -1.0 eV: 1; in window [-1.0, 1.0) eV: 4
start interval for bisection: -2.60 to 2.90 eV
level 5 by bisection: 0.472574 eV (33 halvings)
level 6 by bisection: 1.356122 eV (33 halvings)
all ladder levels, reference (eV): -1.8291 -0.9781 -0.7372 0.2151 0.4726 1.3561 1.5517 2.3490
random-system energies tested: 82, matrix size 16
all tests passed
```
